**Trapping threshold for a head-on collision in an adsorption well**

A gas atom of mass $m$ and incident energy $E$ falls into a static well of depth $D$ and strikes a free, resting surface atom of mass $M$; with $\mu=m/M<1$, it is trapped when $E<4\mu D/(1-\mu)^2$. The program integrates Newton's equations with a smooth well and an exponential repulsion, and finds the threshold by bisection between trajectories that turn back and trajectories that escape. It asserts that these thresholds agree with the formula to within one part in a thousand for $\mu=0.1$, $0.3$ and $0.6$, and that the energy kept after impact has the derived value. It also asserts that a gas atom with $\mu=1.2$ continues inward, and that a well moving with the free struck atom does not trap at two energies where the static well does. For $m=30$ u, $M=100$ u and $D=0.25$ eV the threshold is 0.612 eV. When springs of 1, 2 and 4 THz hold the surface atom and the repulsion has a range of 0.020 nm, the threshold falls by 1.8, 7.2 and 33.1 %. The program asserts that this reduction grows with frequency, stays below 10 % at 1 THz, and falls by more than a factor of 2.5 from 2 THz to 1 THz; it does not evaluate an analytic formula for the reduction.

## Check in Python

```python
"""Trapping of a gas atom by one head-on collision with a surface atom.

Result under test: an atom of mass m and incident energy E, falling into a
static well of depth D and striking a free resting surface atom of mass M,
is trapped exactly when E < 4 mu D / (1 - mu)^2, with mu = m/M < 1.
The tests integrate Newton's equations with a smooth well and a smooth
repulsion exp(-separation/b), and find the threshold by bisection.
Reduced units in the trajectories: mass m, energy D, length b.
"""
import math
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import atomic_mass, electron_volt

EDGE = 30.0            # position of the well edge, units of b
OUTSIDE = EDGE + 12.0  # start and escape position, units of b


def safe_exp(x):
    """Exponential with a cap that only rejected trial steps can reach."""
    return math.exp(min(x, 100.0))


def well_energy(s):
    return -1.0 / (1.0 + safe_exp(s - EDGE))


def well_force(s):
    e = safe_exp(s - EDGE)
    return -e / (1.0 + e) ** 2


def escapes(energy, mu, omega=0.0, comoving=False):
    """True if the gas atom leaves the well after the collision."""
    def motion(t, y):
        z, v, u, w = y
        push = safe_exp(-(z - u))
        pull = well_force(z - u if comoving else z)
        reaction = -push - (pull if comoving else 0.0)
        return [v, push + pull, w, mu * reaction - omega**2 * u]

    def leaves(t, y):
        return (y[0] - y[2] if comoving else y[0]) - OUTSIDE

    def turns_back(t, y):
        return y[1] - y[3] if comoving else y[1]

    leaves.terminal, leaves.direction = True, 1
    turns_back.terminal, turns_back.direction = True, -1
    speed = math.sqrt(2.0 * (energy - well_energy(OUTSIDE)))
    run = solve_ivp(motion, (0.0, 1e5), [OUTSIDE, -speed, 0.0, 0.0],
                    method="DOP853", rtol=1e-8, atol=1e-9,
                    max_step=3.0 / math.sqrt(2.0 * (energy + 1.0)),
                    events=(leaves, turns_back))
    assert run.status == 1, "trajectory ended without a decision"
    return len(run.t_events[0]) > 0


def trajectory_threshold(mu, omega=0.0):
    """Threshold energy in units of D, from bisection on trajectories."""
    low, high = 0.01, 50.0
    assert not escapes(low, mu, omega) and escapes(high, mu, omega)
    while high / low > 1.0 + 3e-4:
        middle = math.sqrt(low * high)
        if escapes(middle, mu, omega):
            high = middle
        else:
            low = middle
    return math.sqrt(low * high)


def velocity_after(kinetic, mu):
    """Gas velocity after collision in the flat well bottom (outward > 0)."""
    speed = math.sqrt(2.0 * kinetic)

    def motion(t, y):
        push = safe_exp(-(y[0] - y[2]))
        return [y[1], push, y[3], -mu * push]

    run = solve_ivp(motion, (0.0, 80.0 / speed), [20.0, -speed, 0.0, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-11,
                    max_step=2.0 / speed)
    assert run.success
    return run.y[1, -1]


def retained(mu):
    return ((1.0 - mu) / (1.0 + mu)) ** 2


def threshold(mu, depth):
    return 4.0 * mu * depth / (1.0 - mu) ** 2


# Model parameters
m_u, M_u, D = 30.0, 100.0, 0.25           # u, u, eV
b = 2.0e-11                               # repulsion range, m
mu = m_u / M_u
m = m_u * atomic_mass
R = retained(mu)
E_c = threshold(mu, D)
v_contact = math.sqrt(2.0 * (E_c + D) * electron_volt / m)

print(f"gas atom mass m = {m_u:.0f} u")
print(f"surface atom mass M = {M_u:.0f} u")
print(f"mass ratio mu = {mu:.2f}")
print(f"well depth D = {D:.2f} eV")
print(f"retained fraction R = {R:.4f}")
print(f"transferred fraction 1-R = {1-R:.4f}")
print(f"threshold E_c = {E_c:.4f} eV = {E_c*electron_volt:.3e} J")
print(f"threshold ratio E_c/D = {E_c/D:.4f}")
print(f"contact kinetic energy at threshold = {E_c+D:.4f} eV")
print(f"contact speed at threshold = {v_contact:.0f} m/s")

# Retained energy and direction of motion from trajectories
for ratio in (0.1, 0.3, 0.6):
    for kinetic in (0.7, 3.0):
        v_out = velocity_after(kinetic, ratio)
        assert v_out > 0
        assert abs(0.5 * v_out**2 / kinetic - retained(ratio)) < 1e-5
v_heavy = velocity_after(2.0, 1.2) / 2.0
assert v_heavy < 0
print(f"mu = 1.2: outgoing/incoming speed, outward positive = {v_heavy:.4f}")

# Two incident energies, one on each side of the threshold
for E in (0.40, 0.90):
    K_out = 0.5 * velocity_after((E + D) / D, mu) ** 2 * D
    free = escapes(E / D, mu)
    assert free == (K_out > D) == (E > E_c)
    print(f"E = {E:.2f} eV: kinetic energy before impact = {E+D:.4f} eV")
    print(f"E = {E:.2f} eV: kinetic energy after impact = {K_out:.4f} eV")
    print(f"E = {E:.2f} eV: energy relative to vacuum = {K_out-D:.4f} eV,"
          f" {'escapes' if free else 'trapped'}")

# Repeated impacts, surface atom at rest before each
K = (0.40 + D) / D
for impact in (1, 2, 3):
    K_next = 0.5 * velocity_after(K, mu) ** 2
    assert K_next < K and K_next < 1.0
    K = K_next
    print(f"E = 0.40 eV: kinetic energy after impact {impact}"
          f" = {K*D:.5f} eV")

# Thresholds from trajectories against the formula
for ratio in (0.1, 0.3, 0.6):
    found = trajectory_threshold(ratio)
    formula = threshold(ratio, 1.0)
    assert abs(found / formula - 1.0) < 1e-3
    print(f"mu = {ratio:.1f}: threshold by trajectories = {found*D:.3f} eV,"
          f" by formula = {formula*D:.3f} eV")
    if ratio == mu:
        free_threshold = found

# A well that moves with the free struck atom never traps
for energy in (0.1, 1.0):
    assert not escapes(energy, mu)
    assert escapes(energy, mu, comoving=True)
    print(f"E = {energy*D:.3f} eV: static well traps, co-moving well does not")

# Surface atom held by a spring
time_unit = b * math.sqrt(m / (D * electron_volt))
print(f"repulsion range b = {b*1e9:.3f} nm")
print(f"contact time b/v at threshold = {b/v_contact*1e15:.2f} fs")
deficits = []
for terahertz in (1.0, 2.0, 4.0):
    omega = 2.0 * math.pi * terahertz * 1e12
    held = trajectory_threshold(mu, omega * time_unit)
    deficits.append(1.0 - held / free_threshold)
    print(f"spring {terahertz:.0f} THz: omega*b/v = {omega*b/v_contact:.3f},"
          f" threshold = {held*D:.3f} eV,"
          f" reduction = {100*deficits[-1]:.1f} %")
assert np.all(np.diff([0.0] + deficits) > 0)
assert deficits[0] < 0.10
assert deficits[0] < 0.4 * deficits[1]    # vanishes faster than linearly

print("all assertions hold")
```

Output:

```
gas atom mass m = 30 u
surface atom mass M = 100 u
mass ratio mu = 0.30
well depth D = 0.25 eV
retained fraction R = 0.2899
transferred fraction 1-R = 0.7101
threshold E_c = 0.6122 eV = 9.809e-20 J
threshold ratio E_c/D = 2.4490
contact kinetic energy at threshold = 0.8622 eV
contact speed at threshold = 2355 m/s
mu = 1.2: outgoing/incoming speed, outward positive = -0.0909
E = 0.40 eV: kinetic energy before impact = 0.6500 eV
E = 0.40 eV: kinetic energy after impact = 0.1885 eV
E = 0.40 eV: energy relative to vacuum = -0.0615 eV, trapped
E = 0.90 eV: kinetic energy before impact = 1.1500 eV
E = 0.90 eV: kinetic energy after impact = 0.3334 eV
E = 0.90 eV: energy relative to vacuum = 0.0834 eV, escapes
E = 0.40 eV: kinetic energy after impact 1 = 0.18846 eV
E = 0.40 eV: kinetic energy after impact 2 = 0.05464 eV
E = 0.40 eV: kinetic energy after impact 3 = 0.01584 eV
mu = 0.1: threshold by trajectories = 0.123 eV, by formula = 0.123 eV
mu = 0.3: threshold by trajectories = 0.612 eV, by formula = 0.612 eV
mu = 0.6: threshold by trajectories = 3.750 eV, by formula = 3.750 eV
E = 0.025 eV: static well traps, co-moving well does not
E = 0.250 eV: static well traps, co-moving well does not
repulsion range b = 0.020 nm
contact time b/v at threshold = 8.49 fs
spring 1 THz: omega*b/v = 0.053, threshold = 0.602 eV, reduction = 1.8 %
spring 2 THz: omega*b/v = 0.107, threshold = 0.568 eV, reduction = 7.2 %
spring 4 THz: omega*b/v = 0.213, threshold = 0.410 eV, reduction = 33.1 %
all assertions hold
```
